# Thermal disturb budget of a phase-change memory cell: a numerical check

```python
"""Disturb budget of an amorphous phase-change memory cell.

Result under test: if the failure time is t_f(T) = C exp(E/kT), a cell with
storage life t_f(Ts) survives
    N = t_f(Ts)/tp * exp(-(E/k) (1/Ts - 1/Td))
square heat pulses of length tp at temperature Td, when the time between
pulses does negligible damage.
E: activation energy of the failure time (eV); k: Boltzmann constant (eV/K);
Ts: storage temperature (K); Td: disturb temperature (K).
"""
import math
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

k = const.k / const.e
E = 2.6
Ts = const.zero_Celsius + 85.0
Td = 450.0
tp = 50e-9
year = const.Julian_year
storage_life = 10.0 * year


def life(T, energy=E):
    """Failure time at constant temperature, fixed by the storage life."""
    return storage_life * math.exp(-energy / k * (1 / Ts - 1 / T))


def pulses(T, energy=E):
    return life(T, energy) / tp


hot_life = life(Td)
N = pulses(Td)
acceleration = storage_life / hot_life
inverse_kT_gap = (1 / Ts - 1 / Td) / k
assert round(N / 1e8) == 2

# Test 1: nonlinear rate equation driven through smooth temperature pulses.
x_fail = 0.2


def shape(x):
    return (x + 0.01) * (1 - x)


def reduced_time(x_start):
    return quad(lambda x: 1 / shape(x), x_start, x_fail, epsabs=1e-12)[0]


rate_storage = reduced_time(0.0) / storage_life
rate_prefactor = rate_storage * math.exp(E / (k * Ts))
period = 0.35


def smooth_temperature(t):
    return Ts + (Td - Ts) * math.sin(math.pi * t / period) ** 2


damage = quad(lambda t: 1 / life(smooth_temperature(t)), 0, period,
              points=[period / 2], epsrel=1e-10)[0]
predicted_smooth = 1 / damage
steps = 200
h = period / steps
# Rate constants at the half-steps of one period, reused for every pulse.
rates = [rate_prefactor * math.exp(-E / (k * smooth_temperature(i * h / 2)))
         for i in range(2 * steps + 1)]
x = 0.0
counted_smooth = 0
x_after_100 = None
while x < x_fail and counted_smooth < 2000:
    for i in range(steps):
        r0, r1, r2 = rates[2 * i], rates[2 * i + 1], rates[2 * i + 2]
        a = r0 * shape(x)
        b = r1 * shape(x + h * a / 2)
        c = r1 * shape(x + h * b / 2)
        d = r2 * shape(x + h * c)
        x += h * (a + 2 * b + 2 * c + d) / 6
    counted_smooth += 1
    if counted_smooth == 100:
        x_after_100 = x
assert abs(counted_smooth - predicted_smooth) <= 1.0
left_simulated = reduced_time(x_after_100) / rate_storage
left_linear = storage_life * (1 - 100 / predicted_smooth)
assert abs(left_simulated / left_linear - 1) < 1e-4

# Test 2: nucleation and growth with unequal barriers, pulse by pulse.
E_growth = 2.4
E_nucleation = 3.2
E_combined = (E_nucleation + 3 * E_growth) / 4
assert abs(E_combined - E) < 1e-12


def nucleation(T):
    return math.exp(E_nucleation / k * (1 / Ts - 1 / T)) / storage_life


def growth(T):
    return math.exp(E_growth / k * (1 / Ts - 1 / T)) / storage_life


def advance(moments, T, dt):
    """Evolve sums of size**j over all nuclei, j = 0..3, at constant T."""
    s = growth(T) * dt
    born = nucleation(T) * dt
    return [sum(math.comb(j, i) * moments[i] * s ** (j - i)
                for i in range(j + 1)) + born * s ** j / (j + 1)
            for j in range(4)]


empty = [0.0] * 4
volume_fail = advance(empty, Ts, storage_life)[3]
test_pulse = 5e-3
test_idle = 1.0
predicted_nuclei = hot_life / test_pulse
state = empty
counted_nuclei = 0
while state[3] < volume_fail and counted_nuclei < 10000:
    state = advance(state, Td, test_pulse)
    counted_nuclei += 1
    if state[3] < volume_fail:
        state = advance(state, Ts, test_idle)
assert abs(counted_nuclei - predicted_nuclei) <= 1.5

# Unequal barriers: order of disturb and storage.
n_used = 1e8
disturbed = advance(empty, Td, n_used * tp)
left_unequal = brentq(
    lambda t: advance(disturbed, Ts, t)[3] - volume_fail, 0, storage_life)
left_equal = storage_life * (1 - n_used / N)
stored = advance(empty, Ts, storage_life / 2)
pulses_after_storage = brentq(
    lambda t: advance(stored, Td, t)[3] - volume_fail, 0, hot_life) / tp

# Test 3: sensitivities by finite differences, inverse rule by root finding.
slope_T = -E / (k * Td ** 2)
slope_E = -inverse_kT_gap
fd_T = (math.log(pulses(Td + 0.01)) - math.log(pulses(Td - 0.01))) / 0.02
fd_E = (math.log(pulses(Td, E + 1e-4))
        - math.log(pulses(Td, E - 1e-4))) / 2e-4
assert abs(fd_T / slope_T - 1) < 1e-6
assert abs(fd_E / slope_E - 1) < 1e-6
N_target = 1e9
T_allowed = 1 / (1 / Ts - k / E * math.log(storage_life / (N_target * tp)))
T_root = brentq(lambda T: math.log(pulses(T) / N_target), 360, 600)
assert abs(T_allowed - T_root) < 1e-6

# Finite heating and cooling, first-order thermal response.
tau = 5e-9
rise = Td - Ts
T_end = Ts + rise * (1 - math.exp(-tp / tau))
heating = quad(lambda s: hot_life / life(
    Ts + rise * (1 - math.exp(-s * tp / tau))), 0, 1)[0] * tp
cooling = quad(lambda s: hot_life / life(
    Ts + (T_end - Ts) * math.exp(-s)), 0, 20)[0] * tau
effective_pulse = heating + cooling

# Other omitted effects, with round assumed parameters.
burst_period = 1e-6
burst_time = N * burst_period
T_kink = 440.0
E_above = 5.0
kink_factor = math.exp((E_above - E) / k * (1 / T_kink - 1 / Td))
T_room = const.zero_Celsius + 25.0
T_room_peak = T_room + rise

print(f"Boltzmann constant: {k:.6e} eV/K")
print(f"activation energy E: {E:.1f} eV")
print(f"storage temperature: {Ts:.2f} K")
print(f"disturb temperature: {Td:.1f} K")
print(f"temperature rise: {rise:.2f} K")
print(f"storage life, ten years: {storage_life:.5e} s")
print(f"pulse length: {tp * 1e9:.1f} ns")
print(f"E/k: {E / k:.1f} K")
print(f"1/Ts - 1/Td: {1 / Ts - 1 / Td:.5e} 1/K")
print(f"Arrhenius exponent: {E * inverse_kT_gap:.3f} (no unit)")
print(f"acceleration factor: {acceleration:.3e} (no unit)")
print(f"life at disturb temperature: {hot_life:.2f} s")
print(f"pulses to failure N: {N:.3e} (count)")
print(f"storage time equal to one pulse: {tp * acceleration:.3f} s")
print("-- tests --")
print(f"smooth pulses, predicted: {predicted_smooth:.2f} (count)")
print(f"smooth pulses, simulated: {counted_smooth} (count)")
print(f"life left after 100, simulated: {left_simulated / year:.4f} years")
print(f"life left after 100, linear: {left_linear / year:.4f} years")
print(f"nucleation barrier: {E_nucleation:.1f} eV")
print(f"growth barrier: {E_growth:.1f} eV")
print(f"nucleation-growth test pulse: {test_pulse * 1e3:.1f} ms")
print(f"nucleation-growth, predicted: {predicted_nuclei:.2f} (count)")
print(f"nucleation-growth, simulated: {counted_nuclei} (count)")
print("-- sensitivity and design --")
print(f"d ln N/dTd: {slope_T:.4f} 1/K")
print(f"d ln N/dE: {slope_E:.3f} 1/eV")
print(f"N if peak is 10 K hotter: {pulses(Td + 10):.3e} (count)")
print(f"N if peak is 10 K cooler: {pulses(Td - 10):.3e} (count)")
print(f"N if E is 2.5 eV: {pulses(Td, 2.5):.3e} (count)")
print(f"N if E is 2.7 eV: {pulses(Td, 2.7):.3e} (count)")
print(f"highest Td for {N_target:.0e} pulses: {T_allowed:.2f} K")
print("-- omitted effects --")
print(f"thermal time constant: {tau * 1e9:.1f} ns")
print(f"effective pulse length: {effective_pulse * 1e9:.2f} ns")
print(f"N with thermal response: {hot_life / effective_pulse:.3e} (count)")
print(f"burst duration at 1 us period: {burst_time:.1f} s")
print(f"storage life used in burst: {burst_time / storage_life:.2e} (fraction)")
print(f"speed-up, {E_above:.0f} eV above {T_kink:.0f} K: {kink_factor:.2f}")
print(f"N with this barrier change: {N / kink_factor:.3e} (count)")
print(f"life left after 1e8, one barrier: {left_equal / year:.2f} years")
print(f"life left after 1e8, two barriers: {left_unequal / year:.2f} years")
print(f"N after 5 years, one barrier: {N / 2:.3e} (count)")
print(f"N after 5 years, two barriers: {pulses_after_storage:.3e} (count)")
print(f"peak from 25 C with same rise: {T_room_peak:.2f} K")
print(f"N from 25 C with same rise: {pulses(T_room_peak):.3e} (count)")
print("all good")
```

It prints:

```
Boltzmann constant: 8.617333e-05 eV/K
activation energy E: 2.6 eV
storage temperature: 358.15 K
disturb temperature: 450.0 K
temperature rise: 91.85 K
storage life, ten years: 3.15576e+08 s
pulse length: 50.0 ns
E/k: 30171.7 K
1/Ts - 1/Td: 5.69904e-04 1/K
Arrhenius exponent: 17.195 (no unit)
acceleration factor: 2.936e+07 (no unit)
life at disturb temperature: 10.75 s
pulses to failure N: 2.150e+08 (count)
storage time equal to one pulse: 1.468 s
-- tests --
smooth pulses, predicted: 199.80 (count)
smooth pulses, simulated: 200 (count)
life left after 100, simulated: 4.9950 years
life left after 100, linear: 4.9950 years
nucleation barrier: 3.2 eV
growth barrier: 2.4 eV
nucleation-growth test pulse: 5.0 ms
nucleation-growth, predicted: 2150.01 (count)
nucleation-growth, simulated: 2150 (count)
-- sensitivity and design --
d ln N/dTd: -0.1490 1/K
d ln N/dE: -6.613 1/eV
N if peak is 10 K hotter: 5.005e+07 (count)
N if peak is 10 K cooler: 9.868e+08 (count)
N if E is 2.5 eV: 4.165e+08 (count)
N if E is 2.7 eV: 1.110e+08 (count)
highest Td for 1e+09 pulses: 439.91 K
-- omitted effects --
thermal time constant: 5.0 ns
effective pulse length: 34.35 ns
N with thermal response: 3.130e+08 (count)
burst duration at 1 us period: 215.0 s
storage life used in burst: 6.81e-07 (fraction)
speed-up, 5 eV above 440 K: 4.08
N with this barrier change: 5.267e+07 (count)
life left after 1e8, one barrier: 5.35 years
life left after 1e8, two barriers: 1.49 years
N after 5 years, one barrier: 1.075e+08 (count)
N after 5 years, two barriers: 1.965e+08 (count)
peak from 25 C with same rise: 390.00 K
N from 25 C with same rise: 6.490e+12 (count)
all good
```
